# The radial Coulomb Green's function, questioned step by step

**Q.** I am told that the bound states of a one-electron atom can be read off a single closed formula for the resolvent. Before I see a formula, what object are we constructing?

**A.** Use Hartree atomic units, a fixed point nucleus of charge \(Z\), no spin and no relativity. For a wave function \(r^{-1}u(r)Y_{lm}\) the radial Hamiltonian is
\[ H_l=-\frac12\frac{d^2}{dr^2}+V,\qquad V=\frac{l(l+1)}{2r^2}-\frac Zr, \]
acting on square-integrable functions on \((0,\infty)\) with \(u(0)=0\). The object is the kernel \(g_l(r,r';E)\) of \((H_l-E)^{-1}\): the function \(\psi(r)=\int_0^\infty g_l\,s(r')\,dr'\) must solve \((H_l-E)\psi=s\), vanish at the origin and be square integrable. The energy is any complex number off \([0,\infty)\). There \(-2E\) is off the negative real axis, so \(k=\sqrt{-2E}\) with \(\operatorname{Re}k>0\) is analytic in \(E\). This is the physical sheet. Define
\[ \nu=Z/k,\qquad x=2kr,\qquad a=l+1-\nu,\qquad b=2l+2 . \]

**Q.** Where do Whittaker functions enter?

**A.** Through \((H_l-E)u=0\), that is \(u_{rr}=[l(l+1)/r^2-2Z/r+k^2]u\). Divide by \((2k)^2\) and use \(1/r=2k/x\). The Coulomb term becomes \(2Z\cdot2k/(4k^2x)=\nu/x\), and with primes for \(d/dx\)
\[ u''+\Big[-\frac14+\frac{\nu}{x}-\frac{l(l+1)}{x^2}\Big]u=0 . \]
This is Whittaker's equation with indices \(\nu\) and \(\mu=l+\frac12\), since \(\frac14-\mu^2=-l(l+1)\). Put \(u=\chi w\) with \(\chi=e^{-x/2}x^{l+1}\). Then \(\chi'/\chi=-\frac12+(l+1)/x\), and
\[ \chi''/\chi=(\chi'/\chi)^2+(\chi'/\chi)'=\tfrac14-\frac{l+1}{x}+\frac{l(l+1)}{x^2}. \]
Inserting \(u''=\chi w''+2\chi'w'+\chi''w\), the \(\frac14\) and the centrifugal term cancel; multiplying by \(x/\chi\) leaves Kummer's equation
\[ xw''+(b-x)w'-aw=0 . \]
A series \(\sum c_jx^j\) must obey \((j+1)(j+b)c_{j+1}=(j+a)c_j\). With \(c_0=1\) and \((a)_j=a(a+1)\cdots(a+j-1)\),
\[ M_{\nu,l+\frac12}(x)=\chi F,\qquad F=\sum_{j\ge0}\frac{(a)_j\,x^j}{(b)_j\,j!}. \]
The ratio of successive terms falls as \(1/j\), uniformly for bounded \(a\) and \(x\), so \(F\) is entire in both. I drop the indices; \(M\simeq x^{l+1}\) at the origin.

**Q.** The second solution worries me. Here \(b\) is an integer, and the series that starts at \(x^{1-b}\) runs into a zero denominator.

**A.** So define it without a series. For \(\operatorname{Re}a>0\) and \(\operatorname{Re}x>0\) let
\[ W=\chi U,\qquad U=\frac1{\Gamma(a)}\int_0^\infty t^{a-1}f(t)\,dt,\qquad f=e^{-xt}(1+t)^{b-a-1}. \]
Each \(d/dx\) brings down \(-t\), so Kummer's operator multiplies the integrand by \(xt^2-(b-x)t-a=xt(1+t)-bt-a\). Compare
\[ -\frac{d}{dt}\big[e^{-xt}t^a(1+t)^{b-a}\big]=t^{a-1}f\,\big[xt(1+t)-a(1+t)-(b-a)t\big]. \]
The bracket is the same polynomial. The integrand is thus a total derivative of a function that vanishes at both ends, and \(U\) solves the equation.

**Q.** That holds for \(\operatorname{Re}\nu<l+1\) only. On the real axis this is the region below every level you claim to find.

**A.** Integrate by parts \(N\) times. Since \(t^{a-1}=\partial_t^N\,t^{a+N-1}/(a)_N\) and \(\Gamma(a)(a)_N=\Gamma(a+N)\), and the end terms vanish for \(\operatorname{Re}a>0\),
\[ U=\frac{(-1)^N}{\Gamma(a+N)}\int_0^\infty t^{a+N-1}f^{(N)}(t)\,dt. \tag{1} \]
The right side converges and is analytic for \(\operatorname{Re}a>-N\), and \(N\) is arbitrary, so \(W\) is entire in \(\nu\) and analytic in \(x\) for \(\operatorname{Re}x>0\). The left side of Kummer's equation is then an entire function of \(a\) that vanishes in a half-plane, hence everywhere. For large \(|x|\) along a ray only \(t\sim1/|x|\) matters, where \(f^{(N)}\) is \((-x)^Ne^{-xt}\) up to relative order \(1/x\). With \(\int_0^\infty t^{c-1}e^{-xt}dt=\Gamma(c)x^{-c}\), (1) gives \(U\simeq x^{-a}\), so
\[ W\simeq e^{-x/2}x^{\nu}. \]
Differentiating (1) changes only powers of \(x\), so \(W'\) decays exponentially too.

**Q.** Everything will hang on the Wronskian. For \(l=0\) I expect a logarithm in \(W'\) at the origin. Can you evaluate it safely?

**A.** Whittaker's equation has no first-derivative term, so \(\mathcal W=MW'-M'W\) obeys \(\mathcal W'=MW''-M''W=0\). The \(\chi'\) terms cancel in \(\mathcal W\), and \(\chi^2=e^{-x}x^b\):
\[ \mathcal W=e^{-x}x^b\,(FU'-F'U). \]
Take real \(x\to0^+\) and real \(0<a<1\), and substitute \(t=s/x\):
\[ x^{b-1}U=\frac1{\Gamma(a)}\int_0^\infty e^{-s}s^{a-1}(x+s)^{b-a-1}ds\to\frac{\Gamma(b-1)}{\Gamma(a)}, \]
\[ x^bU'=-\frac1{\Gamma(a)}\int_0^\infty e^{-s}s^{a}(x+s)^{b-a-1}ds\to-\frac{\Gamma(b)}{\Gamma(a)} . \]
The limits may be taken inside because \(b-a-1>0\), so \((1+s)^{b-a-1}\) bounds the last factor for \(x<1\). Hence \(x^bU\to0\), while \(F\to1\) and \(F'\) stays finite. For \(l=0\) the logarithm you expect is there: Whittaker's equation gives \(W''\simeq-\nu W(0)/x\), so \(W'\) grows as \(\ln x\). In \(\mathcal W\) it is multiplied by \(M\simeq x\) and drops out, and the limits above give
\[ \mathcal W=-\frac{(2l+1)!}{\Gamma(l+1-\nu)} . \tag{2} \]
Both sides are entire in \(\nu\), because \(1/\Gamma\) is, and agree on an interval, so (2) holds for all \(\nu\); analyticity in \(x\) carries it to \(\operatorname{Re}x>0\). It also fixes \(W\) at the origin for every \(\nu\) with \(\mathcal W\neq0\): integrating \((W/M)'=\mathcal W/M^2\simeq\mathcal W x^{-2l-2}\) gives \(W/M\simeq-\mathcal W x^{-2l-1}/(2l+1)\), that is
\[ W\simeq\frac{(2l)!}{\Gamma(a)}\,x^{-l}. \tag{3} \]

**Q.** Now build the kernel, and show me the factor; the \(\frac12\) in the kinetic energy and the change from \(r\) to \(x\) both invite slips.

**A.** Try \(g_l=C\,M(2kr_<)W(2kr_>)\), with \(r_<\) and \(r_>\) the smaller and larger of \(r,r'\). Then
\[ \psi=C\Big[W\int_0^rMs\,dr'+M\int_r^\infty Ws\,dr'\Big]. \]
In \(\psi_r\) the terms from the limits, \(CWMs-CMWs\), cancel. In \(\psi_{rr}\) they give \(C(W_rM-M_rW)s=2kC\,\mathcal W s\), because \(d/dr=2k\,d/dx\). The other terms are annihilated by \(H_l-E\), since \(M\) and \(W\) solve the homogeneous equation. So \((H_l-E)\psi=-kC\mathcal W s\), which requires \(C=-1/(k\mathcal W)\). By (2), and with \(1/k=\nu/Z\),
\[ g_l(r,r';E)=\frac{\nu}{Z}\,\frac{\Gamma(l+1-\nu)}{(2l+1)!}\;M_{\nu,l+\frac12}(2kr_<)\,W_{\nu,l+\frac12}(2kr_>). \tag{4} \]
For a source confined to a finite interval away from the origin, \(\psi\) is a multiple of \(M\) near \(0\) and of \(W\) far out, so both boundary conditions hold. Two such solutions differ by an eigenfunction, so (4) is the only kernel wherever \(E\) is not an eigenvalue.

Two special cases check it. For \(Z=0\), \(l=0\), with the prefactor read as \(1/k\): \(a=1\), \(b=2\), \(F=(e^x-1)/x\), \(U=1/x\), so \(g_0=(2/k)\sinh(kr_<)e^{-kr_>}\). Its slope jumps by \(-2(\sinh kr+\cosh kr)e^{-kr}=-2\), as \(-\frac12\partial_r^2g=\delta\) demands. For real \(E<0\) with \(a>0\), all of \(\Gamma(a)\), \(F\) and \(U\) are positive, so \(g_l>0\). The next answer shows that such an \(E\) lies below every level of \(H_l\), where \(H_l-E\) is a positive operator; its inverse must then have a kernel that is non-negative on the diagonal \(r=r'\), and (4) has that sign. Positivity of an operator alone does not fix the sign of its kernel for \(r\ne r'\).

**Q.** Where is (4) singular, and why should a singularity list every eigenvalue?

**A.** Off the cut, \(k\) is analytic and nonzero and \(M\), \(W\) are analytic, so only \(\Gamma(a)\) can be singular. Its poles are simple and lie at \(a=-m\), \(m=0,1,2,\dots\), that is at \(\nu=n\equiv l+1+m\), or
\[ E_n=-\frac{Z^2}{2n^2},\qquad n\ge l+1 . \]
For \(Z<0\), \(\operatorname{Re}\nu=Z\operatorname{Re}k/|k|^2<0\), so no positive integer is reached and there are no poles.

Now suppose \(a\neq-m\), so \(\mathcal W\ne0\). Every solution is a combination of \(M\) and \(W\). By (3) the \(W\) part is excluded at the origin: it is not square integrable for \(l\ge1\) and violates \(u(0)=0\) for \(l=0\). An eigenfunction would thus be \(M\) itself. Integrate the constant Wronskian in \(r\), by parts:
\[ 2k\mathcal W\,(R'-R)=2\int_R^{R'}MW_r\,dr-\big[MW\big]_R^{R'} . \]
If \(M\) were square integrable, the integral would be bounded by the Cauchy–Schwarz inequality, and \(M(R')\to0\) along some sequence \(R'\to\infty\). The right side would stay bounded along it while the left grows. So \(M\) is not square integrable, and no eigenvalue off the cut lies away from the poles.

**Q.** You said \(u(0)=0\) does real work for \(l=0\). What if I decline it?

**A.** Then (4) fails for \(l=0\). There \(W(0)=1/\Gamma(a)\) is finite, and square integrability alone does not exclude it. But \(u(0)\neq0\) means a wave function \(\propto1/r\), whose Laplacian contains \(\delta^3(\mathbf r)\), so it belongs to a Hamiltonian with an added contact interaction. The inner solution then carries an admixture of \(W\), the kernel gains a term proportional to \(W(2kr)W(2kr')\), and the poles are no longer fixed by \(\Gamma(a)\) alone.

**Q.** A pole of the prefactor is no pole of \(g_l\) if \(MW\) vanishes there. And a residue \(M(r_<)W(r_>)\) does not look like a projector.

**A.** At \(a=-m\) take \(N=m+1\) in (1). Then \(a+N=1\), the integral is elementary, and \(U=(-1)^mf^{(m)}(0)\) with \(f=e^{-xt}(1+t)^{n+l}\), since \(b-a-1=2l+1+m=n+l\). The \((m-j)\)-th derivative of \((1+t)^{n+l}\) at \(0\) is \((n+l)!/(2l+1+j)!\), so Leibniz's rule gives
\[ U=(-1)^m\sum_{j=0}^m\binom mj(-x)^j\frac{(n+l)!}{(2l+1+j)!}. \]
In \(F\), \((-m)_j/j!=(-1)^j\binom mj\) and \((b)_j=(2l+1+j)!/(2l+1)!\), so \(U=(-1)^m\,[(n+l)!/(2l+1)!]\,F\). With the convention \(L_m^{\alpha}(x)=\sum_j\binom{m+\alpha}{m-j}(-x)^j/j!\), the coefficient \(\binom mj(n+l)!/(2l+1+j)!\) equals \(m!\binom{n+l}{m-j}/j!\). Writing \(\phi=e^{-x/2}x^{l+1}L_m^{2l+1}(x)\) with \(x=2Zr/n\),
\[ W=(-1)^m m!\,\phi,\qquad M=\frac{m!\,(2l+1)!}{(n+l)!}\,\phi . \]
One function is now regular at the origin and decaying, so it is an eigenfunction. The product \(MW\) is a constant times \(\phi(r)\phi(r')\), with no distinction between \(r_<\) and \(r_>\), and it vanishes only when \(r\) or \(r'\) sits on a node.

**Q.** Then the residue, with its sign.

**A.** From \(\Gamma(a)=\Gamma(a+m+1)/[a(a+1)\cdots(a+m)]\): as \(a\to-m\) the first \(m\) factors below tend to \((-1)^mm!\), the numerator to \(1\), and \(a+m=n-\nu\). From \(E=-Z^2/2\nu^2\), \(dE/d\nu=Z^2/\nu^3\), so \(\nu-n\simeq(E-E_n)n^3/Z^2\). Hence
\[ \Gamma(a)\simeq\frac{(-1)^{m+1}}{m!}\,\frac{Z^2}{n^3(E-E_n)} . \]
Since \(dE/d\nu\neq0\), the pole is simple in \(E\) as well. Collecting the factors of (4),
\[ \operatorname{Res}g_l=\frac nZ\frac1{(2l+1)!}\cdot\frac{(-1)^{m+1}Z^2}{m!\,n^3}\cdot\frac{(-1)^m\,m!^2(2l+1)!}{(n+l)!}\,\phi(r)\phi(r')=-u_{nl}(r)u_{nl}(r'), \]
\[ u_{nl}(r)=\Big[\frac{Z\,m!}{n^2(n+l)!}\Big]^{1/2}e^{-x/2}x^{l+1}L_m^{2l+1}(x),\qquad x=\frac{2Zr}{n}. \tag{5} \]
The signs multiply to \(-1\) for every \(m\), so near the level \(g_l\simeq u_{nl}(r)u_{nl}(r')/(E_n-E)\). The residue fixes \(u_{nl}\) up to an overall sign. For \(n=1\), (5) is \(u_{10}=2Z^{3/2}re^{-Zr}\).

**Q.** You absorbed a constant into a square root and called the result \(u_{nl}\). Why is it normalised?

**A.** Let \(u=u_{nl}\) and let \(y\) be \(M\) or \(W\) at an energy \(E\) near \(E_n\). From \(u_{rr}=2(V-E_n)u\) and \(y_{rr}=2(V-E)y\) follows \((yu_r-y_ru)_r=2(E-E_n)yu\). The bracket vanishes at \(0\) for \(y=M\), both functions going as \(r^{l+1}\), and at infinity for \(y=W\). Therefore
\[ \int_0^\infty g_l\,u\,dr'=\frac{C\,\big[W(Mu_r-M_ru)-M(Wu_r-W_ru)\big]}{2(E-E_n)}=\frac{2kC\mathcal W\,u}{2(E-E_n)}=\frac{u(r)}{E_n-E}, \]
using \(kC\mathcal W=-1\). Multiply by \(E-E_n\) and let \(E\to E_n\). The pole sits in \(C\), outside the integrals; one integral runs over a finite range and the other has an exponential bound uniform near \(E_n\), so the limit passes inside. The left side tends to \(-u(r)\int u^2dr'\) and the right side is \(-u(r)\). Hence \(\int_0^\infty u_{nl}^2\,dr=1\), with no Laguerre integral needed.

**Q.** I would like numbers.

**A.** Take C\(^{5+}\), \(Z=6\), in this model, with \(l=1\), \(E=-3.125\) hartree, \(r=0.5\) and \(r'=1.2\) bohr. Then \(k=\sqrt{6.25}=2.5\ \text{bohr}^{-1}\), \(\nu=6/2.5=2.4\), \(x_<=2.5\), \(x_>=6\). With \(\Gamma(-0.4)=-3.7229806\), the Wronskian is \(-6/(-3.7229806)=1.6116119\) and \(C=-3.7229806/(2.5\times6)=-0.24819871\). With \(M(2.5)=1.2564694\) and \(W(6)=2.7254659\),
\[ g_1=-0.24819871\times1.2564694\times2.7254659=-0.84994762\ (\text{hartree bohr})^{-1}. \]
The inverse of a finite-difference matrix for \(H_1-E\), in a box of 40 bohr and extrapolated from steps of 0.002 and 0.001 bohr, gives the same eight digits. The numerical check asserts this agreement to \(10^{-5}\) relative to the matrix value, also for \(l=0,2\), a complex energy and \(Z=-6\).

The neighbouring poles are \(E_2=-4.5\) and \(E_3=-2\) hartree. For 2p, \(m=0\), the constant in (5) is \([6/(4\cdot3!)]^{1/2}=\frac12\) and \(x=6r\), so \(u(0.5)=\frac12\cdot3^2e^{-1.5}=1.0040857\) and \(u(1.2)=\frac12\cdot7.2^2e^{-3.6}=0.70823089\ \text{bohr}^{-1/2}\). The residue is \(-0.71112452\ \text{bohr}^{-1}\). For 3p the values are \(0.49050592\) and \(-0.27868555\), and the residue is \(+0.13669691\ \text{bohr}^{-1}\). It is positive because \(L_1^3=4-x\) with \(x=4r\) has its node at \(r=1\) bohr, between the two points. Contour integrals of (4) and finite-difference eigenvectors reproduce both residues. Loops around \(E_1\) for \(l=1\), around \(E_2\) for \(l=2\), and between 2p and 3p return at most \(7.0\times10^{-11}\ \text{bohr}^{-1}\), as they should where \(\Gamma(a)\) is finite.

These digits test the mathematics. For the real ion, relativistic corrections are of relative order \((Z/c)^2\), with \(c\approx1.4\times10^{2}\) the speed of light in atomic units, roughly \(2\times10^{-3}\), so the levels are to be read as about \(-490\), \(-122.5\) and \(-54.4\) eV for \(n=1,2,3\).

**Q.** If the poles give all levels and functions, is \(g_l\) not simply the sum of its pole terms?

**A.** No. The 2p term is \(0.71112452/(-4.5+3.125)=-0.51718\) and the 3p term is \(-0.13669691/(-2+3.125)=-0.12151\). The series converges: (5) can be written \(u_{nl}=[Z(n+l)!/(n^2m!)]^{1/2}M/(2l+1)!\), and for \(n\to\infty\) at fixed \(r\), \((n+l)!/m!\simeq n^{2l+1}\), \(x^{l+1}\propto n^{-l-1}\), while \(F\) tends to a limit because \((-m)_jx^j\to(-2Zr)^j\). So \(u_{nl}(r)u_{nl}(r')\propto n^{2l+1-2-2l-2}=n^{-3}\). The sum to \(n=400\) with an \(n^{-3}\) tail added is \(-0.72836\), which leaves \(-0.84995+0.72836=-0.12159\ (\text{hartree bohr})^{-1}\), about one seventh of \(g_1\).

To place this remainder I import the spectral theorem: for self-adjoint \(H_l\), \((H_l-E)^{-1}=\int dP(\lambda)/(\lambda-E)\), and the density \(dP/d\lambda\) is the jump of the resolvent across the real axis, value above minus value below, divided by \(2\pi i\). Between the poles (4) is analytic across the negative axis, so the weight at negative \(\lambda\) sits only at the levels, and the remainder belongs to \(\lambda\ge0\), the cut. There \(k\to\mp i\sqrt{2E}\) from above and below, \(W\) no longer decays exponentially, and (4) has two boundary values, one from each side, which in general differ. The number \(-0.12159\) is obtained by difference. Its sign is no contradiction: \(\lambda-E>0\), but \(dP\) between two different points has no fixed sign.

**Q.** A difference is weak evidence. Is there an observable where the split can be checked?

**A.** The static dipole polarizability of 1s. In a weak field \(\mathcal E\) along \(z\), second-order perturbation theory gives the shift \(-\frac12\alpha\mathcal E^2\) with \(\alpha=2\langle1s|z(H-E_1)^{-1}z|1s\rangle\). Since \(Y_{00}=(4\pi)^{-1/2}\) and \(Y_{10}=(3/4\pi)^{1/2}\cos\theta\), one has \(\cos\theta\,Y_{00}=Y_{10}/\sqrt3\). Only \(l=1\) enters:
\[ \alpha=\frac23\iint r\,u_{10}(r)\,g_1(r,r';E_1)\,r'u_{10}(r')\,dr\,dr' . \]
At \(\nu=1\), \(l=1\) the prefactor contains \(\Gamma(1)=1\), so nothing has to be subtracted. The inner integral is the solution \(\psi\) of \((H_1-E_1)\psi=ru_{10}\). Put \(\psi=p\,u_{10}\). With \(H_1=H_0+1/r^2\), \((H_0-E_1)u_{10}=0\) and \(\partial_ru_{10}/u_{10}=1/r-Z\), the equation is \(-\frac12p_{rr}-(1/r-Z)p_r+p/r^2=r\). For \(p=r/Z^2+r^2/2Z\) the three terms are
\[ -\frac1{2Z},\qquad -\frac1{Z^2r}-\frac1Z+\frac1Z+r,\qquad \frac1{Z^2r}+\frac1{2Z}, \]
and they add to \(r\). This \(\psi\) goes as \(r^2\) at the origin and decays, and it is unique because \(E_1\) is not an \(l=1\) level. With \(\langle r^q\rangle=4Z^3(q+2)!/(2Z)^{q+3}\), so \(\langle r^2\rangle=3/Z^2\) and \(\langle r^3\rangle=15/2Z^3\),
\[ \alpha=\frac23\Big[\frac{3}{Z^4}+\frac{15}{4Z^4}\Big]=\frac{9}{2Z^4}. \]
For \(Z=6\) this is \(0.0034722\ \text{bohr}^3\), or about \(5.1\times10^{-4}\ \text{Å}^3\) to the accuracy of the model, and the double quadrature of (4) returns the same value. The 2p pole supplies \(0.0022837\ \text{bohr}^3\), a share \(0.0022837/0.0034722=0.6577\). All poles supply \(0.0028266\ \text{bohr}^3\), a share \(0.8141\), leaving \(0.1859\). The shares do not depend on \(Z\), because lengths scale as \(1/Z\) and energies as \(Z^2\), so every term goes as \(Z^{-4}\).

The finite-difference matrix settles where the missing part lies without the spectral theorem for unbounded operators, since its eigenvectors are complete. In the 40 bohr box its negative eigenvalues carry \(0.814\) of its polarizability. The last digit depends on the box: for boxes of 20 to 60 bohr the share moves between \(0.813\) and \(0.814\), and the highest negative level alone carries \(0.001\) to \(0.006\). It is asserted to agree with the pole share within \(0.005\) of the total, so the rest is carried by eigenvectors of positive energy, the box's version of the cut.

## Table of computed values

```
C5+ example, l = 1
Z = 6
E = -3.125 hartree
r = 0.5 bohr
r' = 1.2 bohr
k = 2.5 1/bohr
nu = 2.4
x< = 2.5
x> = 6
Gamma(2-nu) = -3.7229806
Wronskian in x = 1.6116119
prefactor C = -0.24819871 1/(hartree bohr)
M(x<) = 1.2564694
W(x>) = 2.7254659
g Whittaker = -0.84994762 1/(hartree bohr)
g FD inverse = -0.84994762 1/(hartree bohr)
FD grid: box 40 bohr, steps 0.002 and 0.001 bohr
E_1 = -18 hartree
E_1 = -489.80495 eV
E_2 = -4.5 hartree
E_2 = -122.45124 eV
E_2p FD = -4.5 hartree
dE/dnu at n=2 = 4.5 hartree
u_2p(r) = 1.0040857 bohr^-1/2
u_2p(r') = 0.70823089 bohr^-1/2
residue 2p contour = -0.71112452 1/bohr
-u u 2p formula = -0.71112452 1/bohr
-u u 2p FD = -0.71112452 1/bohr
pole term 2p in g = -0.51718147 1/(hartree bohr)
E_3 = -2 hartree
E_3 = -54.422772 eV
E_3p FD = -2 hartree
dE/dnu at n=3 = 1.3333333 hartree
u_3p(r) = 0.49050592 bohr^-1/2
u_3p(r') = -0.27868555 bohr^-1/2
residue 3p contour = 0.13669691 1/bohr
-u u 3p formula = 0.13669691 1/bohr
-u u 3p FD = 0.13669691 1/bohr
pole term 3p in g = -0.12150837 1/(hartree bohr)
largest empty-loop integral = 7.0e-11 1/bohr
all pole terms in g (n<=400 + tail) = -0.728360 1/(hartree bohr)
cut part of g = -0.121587 1/(hartree bohr)
int g u_2p dr' = -0.73024416 bohr^-1/2/hartree
u_2p(r)/(E_2-E) = -0.73024416 bohr^-1/2/hartree
angular factor = 0.33333333
alpha symbolic = 9/(2*Z**4) bohr^3
alpha closed form = 0.0034722222 bohr^3
alpha from g = 0.0034722222 bohr^3
alpha FD = 0.0034722222 bohr^3
alpha from g = 0.00051453025 angstrom^3
alpha 2p pole = 0.0022836583 bohr^3
alpha all poles = 2.826588e-03 bohr^3
2p share = 0.6577
pole share = 0.8141
cut share = 0.1859
negative-energy share in FD box = 0.814
```
